Bracketing every short-circuit state of a layered ferroelectric by displacement sweep

**Definitions and conventions**

A stack of insulating layers i = 1…N, with thicknesses l_i, lies between two ideal electrodes. All fields point along the stacking axis z and depend on z alone, and each layer is uniform. With no free charge at the interfaces, Gauss's law makes the normal displacement D the same in every layer.

The polarization P_i of layer i has the Landau energy density

f_i(P) = a_i P²/2 + b_i P⁴/4 + c_i P⁶/6.

The highest nonzero coefficient is positive, so f_i is bounded below. A background permittivity ε_i describes the response not contained in P_i:

D = ε_i E_i + P_i.

The voltage is the potential drop along +z,

V = Σ l_i E_i,

and short circuit means V = 0. Primes on f_i denote derivatives with respect to P; V' denotes dV/dD. The model is mean field. Interface coupling, electrode screening and lateral domains are left out, so "stable" below means stable against uniform changes of the polarizations.

The scheme rests on one condition:

1 + ε_i f_i''(P) > 0 for every P and every layer. (1)

Under (1) the short-circuit states are the zeros of one single-valued function V(D), and they lie in a known finite window. If all zeros are simple, a finite bisection brackets each of them once, whether stable or unstable.

**From the energy to one function of D**

The energy per electrode area is

U(P_1,…,P_N, D) = Σ l_i [ f_i(P_i) + (D − P_i)²/(2ε_i) ].

The second term is the background field energy ε_i E_i²/2. Setting the derivative with respect to P_i to zero gives

f_i'(P_i) = (D − P_i)/ε_i = E_i,

or, solved for D,

D = h_i(P_i), h_i(P) = P + ε_i f_i'(P). (2)

The slope h_i' = 1 + ε_i f_i'' is positive by (1). It is a polynomial bounded below, so it attains a minimum κ_i > 0. Hence h_i is strictly increasing and takes every real value once: each D fixes one P_i and one E_i.

To find κ_i, put s = P² ≥ 0:

f_i'' = a_i + 3b_i s + 5c_i s².

For b_i ≥ 0 the minimum is a_i, at s = 0. For b_i < 0, which requires c_i > 0, the derivative 3b_i + 10c_i s vanishes at s = −3b_i/(10c_i), and

min f_i'' = a_i − 9b_i²/(10c_i) + 9b_i²/(20c_i) = a_i − 9b_i²/(20c_i).

Since h_i(0) = 0 and h_i' ≥ κ_i, integration from 0 to P_i gives |D| ≥ κ_i |P_i|. The inner solve of (2) therefore has the bracket |P_i| ≤ |D|/κ_i and needs no initial guess.

Now let the P_i follow D. The terms ∂U/∂P_i vanish, so only the explicit dependence on D contributes:

dU/dD = Σ l_i (D − P_i)/ε_i = Σ l_i E_i = V(D). (3)

Short-circuit states are the stationary points of U(D), and the energy difference between two states is the area under V(D) between them.

**Slope of the voltage**

From E_i = f_i'(P_i) and (2), dE_i/dP_i = f_i'' and dD/dP_i = 1 + ε_i f_i''. Dividing,

dE_i/dD = g_i(f_i''), g_i(k) = k/(1 + ε_i k), (4)

V'(D) = Σ l_i g_i(f_i''(P_i)).

V' is the inverse differential capacitance per area, in m²/F. The function g_i is increasing, because

dg_i/dk = [(1 + ε_i k) − ε_i k]/(1 + ε_i k)² = 1/(1 + ε_i k)² > 0.

**A finite search window**

Let P_i* be the largest nonnegative zero of f_i'. At zero field D = P_i, so h_i(P_i*) = P_i*. If D > P_i*, monotonicity gives P_i(D) > P_i*. There f_i' has no further zero and is positive at large P, so E_i > 0. For D above the largest P_i* every term of V is positive. V is odd, so for D below minus that value every term is negative. All short-circuit states therefore satisfy

|D| ≤ max_i P_i*. (5)

A known fixed interface charge can be included by writing D_i = D + σ_i, with constant offsets σ_i. Equations (3) and (4) keep their form with D_i in place of D in layer i. Since D > P_i* + |σ_i| implies D_i > P_i*, the window becomes |D| ≤ max_i (P_i* + |σ_i|). V is then no longer odd in general.

**Deciding a cell**

A sign change proves that a root exists; equal signs do not prove that none does. Slope bounds supply the missing proof.

Take a cell from D₁ to D₂ = D₁ + w, with end values V₁ and V₂. Because P_i(D) is monotone, P_i covers exactly the interval from P_i(D₁) to P_i(D₂). The extrema of f_i'' there occur at the two ends, at P = 0, or, if b_i < 0, at P = ±√(−3b_i/(10c_i)); interior points count only if they lie in the interval. Since g_i is increasing, the smallest and largest f_i'' give the smallest and largest dE_i/dD. Summing over layers,

m ≤ V'(D) ≤ M throughout the cell. (6)

The bounds need not be attained, since the layers may reach their extrema at different D.

If m > 0 or M < 0, V is strictly monotone, and the end signs decide between one root and none.

Suppose instead m < 0 < M with V₁, V₂ > 0. At distance x from the left end, the slope bounds give

V ≥ V₁ + m x and V ≥ V₂ − M(w − x).

The first line falls with x and the second rises, so the larger of the two is smallest where they cross:

V₁ + m x = V₂ − Mw + M x, so x = (V₁ − V₂ + Mw)/(M − m).

The value there is

V₁ + m x = [(M − m)V₁ + mV₁ − mV₂ + mMw]/(M − m) = [M V₁ − m V₂ + mMw]/(M − m).

The cell is empty if

M V₁ − m V₂ + mMw > 0. (7)

For V₁, V₂ < 0 apply this to −V, whose slope lies between −M and −m. Replacing V by −V, m by −M and M by −m gives

m V₁ − M V₂ + mMw > 0. (8)

A cell that none of these rules decides is cut in two.

**Pseudocode**

```
voltage(D):
    for each layer i:
        solve P + eps_i f_i'(P) = D
            in |P| <= |D|/kappa_i
        E_i = f_i'(P)
    return sum l_i E_i

find_states:
    require kappa_i > 0 for all i
    W = slightly more than max_i P_i*
    cells = {[-W, W]};  brackets = {}
    while cells is not empty:
        take a cell [D1, D2];  w = D2 - D1
        get V1, V2 and bounds m, M
        if m > 0 or M < 0:
            if V1, V2 differ in sign:
                add cell to brackets
            continue
        if V1, V2 > 0 and (7) holds: continue
        if V1, V2 < 0 and (8) holds: continue
        if w < w_min: report unresolved; stop
        cut at the midpoint; if V = 0 there,
            move the cut
        add both halves to cells
    refine each bracket by a bracketed solver
    classify each root by the sign of V'
```

The cut is moved so that no root sits on a shared cell boundary, where it could be lost or counted twice. In a stack without offsets the first cut, if one is needed, already meets this case: the midpoint is D = 0, which is a root by symmetry.

**Why it terminates, and what it costs**

Let all zeros be simple. Near each zero V' is nonzero, and the bounds (6) approach V' as w shrinks, so short cells there are monotone. Away from the zeros |V| ≥ δ for some δ > 0. With both end values at least δ, the left side of (7) is at least (M − m)δ − |m|Mw. Since |m|M/(M − m) is smaller than both |m| and M, the cell is discarded once w < δ/L, where L is the larger of |m| and |M| for the whole window. The bounds of any smaller cell lie between those of the whole window, so L covers them too. The same argument applies to (8). Every sufficiently short cell is thus decided.

At a double root V and V' vanish together. Cells containing it are neither monotone nor excluded, and they shrink to w_min. They should be reported as unresolved, not counted as zero or two roots.

Each cut replaces one cell by two, so n examined cells correspond to (n − 1)/2 cuts. If end values are stored, the search needs (n − 1)/2 + 2 values of D, plus any discarded cuts, with N scalar solves for each. Refining the brackets takes further solves.

Near a fold, where two roots are about to merge, V has an extremum close to zero. At distance r from the extremum V' is proportional to r, while the error of the slope bounds is proportional to w. Cells shorter than a fixed fraction of r are therefore monotone. At the extremum itself |V| is proportional to the square of the root separation. In an undecided cell m < 0 < M, so |m| and M are both below M − m, which is at most proportional to w; the loss |m|Mw/(M − m) in (7) or (8) is then at most proportional to w². Cells around the extremum are thus discarded once w is a fixed fraction of the root separation, and no smaller r has to be resolved. Only a bounded number of cells is needed per factor of two in r, and the cost grows as the logarithm of the inverse root separation.

**Stability of the states found**

At short circuit the electrodes exchange charge at zero voltage, so D is free as well as the P_i. The second derivatives of U are

∂²U/∂P_i² = l_i (f_i'' + 1/ε_i),
∂²U/∂P_i∂D = −l_i/ε_i,
∂²U/∂D² = Σ l_i/ε_i.

Different P_i are not coupled directly. The first entry is l_i(1 + ε_i f_i'')/ε_i, positive by (1). Completing the square in each P_i leaves the coefficient of the D direction,

Σ l_i/ε_i − Σ (l_i/ε_i)²/[l_i(f_i'' + 1/ε_i)]
= Σ (l_i/ε_i)[1 − 1/(1 + ε_i f_i'')]
= Σ l_i f_i''/(1 + ε_i f_i'')
= V'.

The quadratic form thus has N positive squares and one square with coefficient V'. If V' > 0 the state is a minimum; if V' < 0 it is a saddle with exactly one descending direction. If D is held fixed instead, only the positive P block remains. The saddles are then minima too, within the uniform model.

D can also be eliminated first. Its coefficient Σ l_i/ε_i is positive, so the number of negative eigenvalues is unchanged. Writing the full determinant in both ways gives, for the Hessian H in the P_i alone,

det H = V' Π l_i(f_i'' + 1/ε_i) / Σ(l_i/ε_i).

Numerical Hessians of the energy at all five states of the example below passed a test of this relation and of the eigenvalue count.

**Worked example: five states from two layers**

The parameters are round model values. Layer A has l = 4 nm, ε = 7ε₀, a = −1×10⁸ V m/C, b = −8×10⁹ V m⁵/C³ and c = 1×10¹¹ V m⁹/C⁵. Layer B has l = 2 nm, ε = 5ε₀, a = 4×10⁸ V m/C, b = 1×10⁹ V m⁵/C³ and c = 0. The minimum slopes are κ_A = 0.976 and κ_B = 1.018, so (1) holds. Alone, A has three short-circuit states and B has one. The window (5) is |D| ≤ 0.3016 C/m², the zero-field polarization of A.

A coarse sweep shows where the voltages cancel:

```
D (C/m²)   V_A (mV)   V_B (mV)   V (mV)
0.05        -24.1       39.5      15.4
0.10        -69.3       80.5      11.2
0.15       -141.0      124.2     -16.8
0.20       -211.3      172.1     -39.2
0.25       -204.5      225.4      20.9
```

The sum changes sign twice for D > 0. With the mirror images and D = 0 this makes five states. The search was started from the padded window W = 1.05 × 0.3016 + 0.001 = 0.3177 C/m², with a cut that lands on V = 0 moved to 45% of the cell width; other choices change the cell counts by a few. It finds these five after 23 cells, that is, 11 cuts:

```
D (C/m²)    V' (m²/F)   U-U(0) (mJ/m²)
0            0.384       0
±0.1239     -0.575       1.352
±0.2414      2.117      -1.516
```

At D = 0 layer A contributes −0.402 m²/F to V' and layer B +0.786 m²/F. The sum, +0.384 m²/F, is positive: B stabilizes a nonpolar state that is unstable in A alone.

In the polar state with D > 0 the fields are E_A = −53.95 MV/m and E_B = +107.89 MV/m. The voltages are

4 nm × (−53.95 MV/m) = −215.8 mV,
2 nm × 107.89 MV/m = +215.8 mV,

and they cancel. The field opposes the polarization in A and supports it in B. Accordingly P_A = 0.2447 C/m² lies above D and P_B = 0.2366 C/m² below it.

The polar states have the lowest energy and the nonpolar state is metastable. Any continuous uniform path from D = 0 to the polar state must pass D = 0.1239 C/m², where its energy is at least the minimized U(D). The uniform barrier is therefore 1.352 mJ/m² from the nonpolar side and 1.352 + 1.516 = 2.868 mJ/m² from the polar side. Domain-mediated switching is outside this statement.

Completeness was tested without a sweep. At short circuit E_B = −(l_A/l_B)f_A'(P_A), and equating the two expressions for D gives

P_B = P_A + (ε_A + ε_B l_A/l_B) f_A'(P_A).

Inserted into l_A f_A'(P_A) + l_B f_B'(P_B) = 0, this is an odd polynomial of degree 15 in P_A. Its real roots give the same five states, to within 10⁻⁹ C/m² in D. In a further test, a three-layer stack with a linear spacer also had five states, in agreement with solutions for all polarizations started from many points.

**Thickness limits and the near-fold case**

In the example E_B has the sign of D. For D ≠ 0, V = 0 can then be solved for the thickness of B that makes a given D a short-circuit state:

λ(D) = −l_A E_A(D)/E_B(D).

For any actual thickness l_B,

V = l_A E_A + l_B E_B = E_B(D)[l_B − λ(D)].

At a root the bracket vanishes, so V' = −E_B λ'(D). For D > 0, states on the rising part of λ are unstable and those on the falling part are stable.

Two thicknesses limit the five-state range. As D → 0 both fields become linear in D, and λ tends to

l_pf = −l_A g_A(a_A)/g_B(a_B) = 2 nm × 0.4025/0.7861 = 1.024 nm.

This is the pitchfork, where V'(0) changes sign. The maximum of λ is the fold, at 2.471 nm and |D| = 0.190 C/m². Tests at thicknesses 0.1% to either side of each limit gave three states below the pitchfork, five just above it, five just below the fold and one above it.

Close to the fold thickness l_f, λ ≈ l_f − |λ''|(D − D_f)²/2. For l_B = l_f(1 − η) the two roots are separated by

ΔD = 2√(2ηl_f/|λ''|),

which closes only as √η. At η = 10⁻⁷ the computed gap is 8.1×10⁻⁵ C/m². A uniform grid of 200 points across the padded window |D| ≤ 0.3177 C/m² has spacing 3.2×10⁻³ C/m², about 39 times the gap. Each close pair falls between neighbouring grid points, and the plain sweep reports one state. The bounded search reports five after 61 cells. A uniform grid over the same window with spacing equal to the gap would need about 7800 intervals.

**The limit of weak background response**

As ε_i → 0, (2) gives P_i → D, and the stack behaves as one material with thickness-weighted Landau coefficients:

V₀(D) = Σ l_i f_i'(D) = A D + B D³ + C D⁵,

A = Σ l_i a_i = −0.4 + 0.8 = 0.4,
B = Σ l_i b_i = −32 + 2 = −30,
C = Σ l_i c_i = 400,

in SI units. The polar root satisfies

D₀² = [30 + √(900 − 640)]/800 = 0.05766, D₀ = 0.2401 C/m².

To first order in ε_i, P_i = D − ε_i f_i'(D), so E_i = f_i'(D) − ε_i f_i'(D) f_i''(D). Setting V(D₀ + δD) = 0 and keeping first-order terms,

δD Σ l_i f_i'' − Σ l_i ε_i f_i' f_i'' = 0,

δD = Σ l_i ε_i f_i' f_i'' / Σ l_i f_i'', evaluated at D₀.

This gives +0.00169 C/m², while the actual shift is +0.00127 C/m². The estimate is too large by 33% of the actual shift, so higher orders matter for the correction, although the whole shift is only about 0.5% of D₀. With both permittivities reduced a hundredfold, the formula passed a test at 2% accuracy. For the polar states the averaged model is a good starting estimate here. Its unstable root, √{[30 − √(900 − 640)]/800} = 0.1317 C/m², is less accurate: it lies 6% above the actual 0.1239 C/m². The averaged model does not replace the solve.

**Failure modes**

Loss of single-valuedness. If (1) fails, one D can admit several polarizations. For ε a = −1.2 and b > 0, c = 0, equation (2) at D = 0 reads −0.2P + εbP³ = 0, with the three solutions P = 0 and P = ±√(0.2/(εb)). A sweep that follows one solution can miss states. The P axis must then be divided at the zeros of 1 + ε_i f_i'', and all combinations of branches across the layers examined. At the branch ends dE_i/dD can diverge, so the bounds (6) need separate treatment there, and the stability count above holds only at states where every 1 + ε_i f_i'' is positive. Each negative factor adds a descending direction, so such a state is unstable even if V' > 0.

Rounding. The cell tests are rigorous in exact arithmetic. A strict numerical proof needs outward-rounded intervals. In the near-fold case V at D_f equals −E_B l_f η. With E_B ≈ 80 MV/m, read from the sweep, this is about 2×10⁻⁸ V in magnitude. That is far above double-precision rounding of terms near 0.2 V, but it shrinks in proportion to η.

Applied voltage. For V(D) = V_app the cell tests apply to V − V_app, but the window (5) was derived for zero voltage and must be established anew.

Lateral structure. A state found here may be unstable to domains, and domain states are absent from the list. The search is complete for the uniform model alone.

The numerical output follows.

Computed values

```
A: thickness 4.0 nm, eps/eps0 7.0
A: a -1.00e+08 V m/C, b -8.00e+09 V m^5/C^3
A: c 1.00e+11 V m^9/C^5
A: min(1+eps f'') 0.97595
B: thickness 2.0 nm, eps/eps0 5.0
B: a 4.00e+08 V m/C, b 1.00e+09 V m^5/C^3
B: c 0.00e+00 V m^9/C^5
B: min(1+eps f'') 1.01771
search limit |D| 0.301646 C/m^2
states: A alone 3, B alone 1, stack 5
sweep: D (C/m^2), V_A, V_B, V_total (mV)
  0.00     -0.000      0.000      0.000
  0.05    -24.110     39.537     15.427
  0.10    -69.251     80.470     11.219
  0.15   -141.010    124.187    -16.823
  0.20   -211.263    172.056    -39.206
  0.25   -204.506    225.424     20.918
  0.30    -10.800    285.600    274.800
states: D, P_A, P_B (C/m^2), negative Hessian eigenvalues
  -0.241387 -0.244730 -0.236610 0
  -0.123875 -0.125438 -0.121641 1
  +0.000000 +0.000000 +0.000000 0
  +0.123875 +0.125438 +0.121641 1
  +0.241387 +0.244730 +0.236610 0
nonnegative D: E_A, E_B (MV/m), V' (m^2/F), dU (mJ/m^2)
  -0.0000 +0.0000 +0.38359 +0.00000
  -25.2281 +50.4562 -0.57548 +1.35177
  -53.9453 +107.8905 +2.11662 -1.51586
D=0 inverse capacitance A -0.40249 m^2/F
D=0 inverse capacitance B +0.78608 m^2/F
cells examined, main stack 23
B pitchfork thickness 1.024055 nm
B fold thickness 2.471040 nm at |D| 0.190111 C/m^2
near-fold relative thickness deficit 1.0e-07
near-fold root gap 8.108e-05 C/m^2
plain grid: 200 points, spacing 3.193e-03 C/m^2
near-fold count: plain 1, bounded 5
cells examined, near fold 61
averaged Landau polar root 0.240116 C/m^2
first-order background shift +0.001692 C/m^2
actual background shift +0.001271 C/m^2
three-layer test: 5 states
condition violated (eps*a=-1.2): 3 P values at D=0
```
